# Electron Mobility Limited by Compact, Randomly Oriented Donor–Acceptor Pairs

An ionized donor and an ionized acceptor close together attract and repel a passing electron almost equally. This problem asks how fast such pairs relax the momentum of conduction electrons, and how the resulting mobility depends on temperature.

**Model.** Electrons have charge $-e$, isotropic effective mass $m$ and energy $E=\hbar^2k^2/2m$, in a medium of static permittivity $\varepsilon$. There are $N$ immobile pairs per unit volume, each with a donor $+e$ and an acceptor $-e$ separated by a distance $d$. The vector $\mathbf d$ points from acceptor to donor; its direction is isotropic and independent from pair to pair. Scattering is elastic and treated in first Born approximation, without screening unless stated. SI units are used, and $\mathbf q=\mathbf k'-\mathbf k$.

## (a) One pair

**Find the Fourier transform of the electron's potential energy in the field of one pair.**

**Solution.** With the origin at the midpoint,

$$V(\mathbf r)=-\frac{e^2}{4\pi\varepsilon}\left[\frac1{|\mathbf r-\mathbf d/2|}-\frac1{|\mathbf r+\mathbf d/2|}\right].$$

The minus sign in front makes the donor attractive. The transform of $1/r$ is defined as the limit of a screened one. The angular integral gives $4\pi\sin(qr)/(qr)$, so

$$\int e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-\kappa r}}r\,d^3r=\frac{4\pi}q\int_0^\infty \sin(qr)\,e^{-\kappa r}dr=\frac{4\pi}{q^2+\kappa^2}\;\longrightarrow\;\frac{4\pi}{q^2}\quad(\kappa\to0).$$

Moving a centre to $\pm\mathbf d/2$ multiplies its transform by $e^{\mp i\mathbf q\cdot\mathbf d/2}$. Hence

$$V(\mathbf q)=-\frac{e^2}{\varepsilon q^2}\left(e^{-i\mathbf q\cdot\mathbf d/2}-e^{i\mathbf q\cdot\mathbf d/2}\right)=\frac{2ie^2}{\varepsilon q^2}\sin\frac{\mathbf q\cdot\mathbf d}{2}.$$

For small $\mathbf q\cdot\mathbf d$ this behaves as $1/q$, while a single ion gives $1/q^2$. Neutrality has removed one power of the forward singularity.

## (b) Many pairs with random orientations

**Show that the scattering strengths of different pairs add, and find the orientation average for compact pairs.**

**Solution.** Pairs centred at $\mathbf R_j$ have the total amplitude $\sum_j e^{-i\mathbf q\cdot\mathbf R_j}V_j(\mathbf q)$. Its squared modulus contains cross terms proportional to $V_jV_l^*$ with $j\ne l$. The orientations are independent, so the average of each product is $\langle V_j\rangle\langle V_l^*\rangle$. Each factor vanishes, because $V(\mathbf q)$ is odd under $\mathbf d\to-\mathbf d$. What remains is the number of pairs times $\langle|V|^2\rangle$. This holds even if the pair positions are correlated, provided the orientations are not.

For the average, use $4\sin^2(y/2)=2(1-\cos y)$ with $y=qdu$, where $u$ is the cosine of the angle between $\mathbf q$ and $\mathbf d$:

$$\left\langle4\sin^2\frac{\mathbf q\cdot\mathbf d}2\right\rangle=2\left[1-\frac12\int_{-1}^1\cos(qdu)\,du\right]=2\left[1-\frac{\sin qd}{qd}\right].$$

Since $\sin x/x=1-x^2/6+x^4/120-\dots$, the right side tends to $(qd)^2/3$, and

$$\langle|V(\mathbf q)|^2\rangle\simeq\frac{e^4d^2}{3\varepsilon^2q^2}.$$

The largest elastic $q$ is $2k$, so a compact pair means $kd\ll1$.

## (c) Momentum relaxation

**Show that a relaxation time exists, and find it. Is the total scattering rate also finite?**

**Solution.** In a volume $\mathcal V$ the plane-wave matrix element is $V(\mathbf q)/\mathcal V$, and there are $N\mathcal V$ pairs. The golden rule gives

$$W(\mathbf k,\mathbf k')=\frac{2\pi}\hbar\frac N{\mathcal V}\langle|V(\mathbf q)|^2\rangle\,\delta(E'-E).$$

In a weak field along $z$, write the distribution as $f=f_0(E)+f_1$ with $f_1=g(E)k_z$. The transition rate is symmetric in $\mathbf k$ and $\mathbf k'$, and $f_0$ cancels at equal energies. The collision term is therefore $\sum_{\mathbf k'}W\,g(E)(k_z'-k_z)$.

After the orientation average, $W$ depends on direction through the scattering angle $\theta$ alone. Averaging $\mathbf k'$ over azimuth about $\mathbf k$ replaces $k'_z$ by $k_z\cos\theta$. The collision term becomes $-f_1/\tau$, with

$$\frac1\tau=\sum_{\mathbf k'}W(1-\cos\theta).$$

To evaluate the sum, replace it by $\mathcal V\int d^3k'/(2\pi)^3$ without a spin factor, since spin is conserved. The radial integral is $\int k'^2\delta(E'-E)\,dk'=mk/\hbar^2$, and the azimuth gives $2\pi$. Thus

$$\frac1\tau=\frac{Nmk}{2\pi\hbar^3}\int_{-1}^1(1-\cos\theta)\langle|V|^2\rangle\,d\cos\theta .$$

Now $q^2=2k^2(1-\cos\theta)$, so $(1-\cos\theta)/q^2=1/(2k^2)$ at every angle. The integral equals $(e^4d^2/3\varepsilon^2)(1/2k^2)\times2=e^4d^2/(3\varepsilon^2k^2)$, and

$$\boxed{\frac1\tau=\frac{Nme^4d^2}{6\pi\varepsilon^2\hbar^3k}},\qquad \tau\propto k\propto E^{1/2}.$$

The total rate lacks the factor $1-\cos\theta$. With a smallest angle $\theta_0\ll1$, its ratio to the momentum relaxation rate is

$$\frac12\int_{\theta_0}^{\pi}\frac{\sin\theta\,d\theta}{1-\cos\theta}=\frac12\ln\frac2{1-\cos\theta_0}\simeq\ln\frac2{\theta_0}.$$

This diverges as $\theta_0\to0$: each further decade of small angles adds $\ln10\approx2.30$ momentum relaxation rates. These deflections are numerous but remove almost no momentum.

Random orientation matters for the existence of a single $\tau(E)$. Suppose all dipoles were parallel but placed independently at random, so that the cross terms still average to zero for $\mathbf q\ne0$. Then $|V|^2$ would be proportional to $(\hat{\mathbf q}\cdot\hat{\mathbf d})^2$, with random average $1/3$. For motion along the dipoles, $(\hat{\mathbf q}\cdot\hat{\mathbf d})^2=\sin^2(\theta/2)$, whose average over $\cos\theta$ is $1/2$. For motion across them the average is $(1-1/2)/2=1/4$. An electron moving along or across the dipoles would then lose forward momentum at 1.5 or 0.75 times the random-orientation rate, respectively. These factors apply to single directions of incidence. The relaxation of a current involves all directions and has different factors.

## (d) Mobility

**Find the mobility of a nondegenerate electron gas.**

**Solution.** The force in a field $F$ along $z$ is $-eF$. The steady Boltzmann equation reads $(-eF/\hbar)\,\partial f_0/\partial k_z=-f_1/\tau$. Since $\partial f_0/\partial k_z=\hbar v_z\,df_0/dE$ and $df_0/dE=-f_0/k_BT$,

$$f_1=-\frac{eF\tau v_z}{k_BT}f_0 .$$

The mean drift velocity is $-(eF/k_BT)\langle v_z^2\tau\rangle$. The angular average of $v_z^2$ is $2E/3m$, and $\langle E\rangle=\tfrac32k_BT$, so

$$\mu=\frac{2e}{3mk_BT}\langle E\tau\rangle=\frac em\frac{\langle E\tau\rangle}{\langle E\rangle}.$$

The thermal weight is $E^{1/2}e^{-E/k_BT}$. Put $x=E/k_BT$, $k_T=\sqrt{2mk_BT}/\hbar$ and $\tau=\tau_Tx^{1/2}$, where $\tau_T$ is the relaxation time at $E=k_BT$. Then

$$\mu=\frac{e\tau_T}m\,\frac{\int_0^\infty x^2e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}=\frac{e\tau_T}m\,\frac{2}{3\sqrt\pi/4}=\frac{8}{3\sqrt\pi}\frac{e\tau_T}m .$$

Inserting $\tau_T=6\pi\varepsilon^2\hbar^3k_T/(Nme^4d^2)$, the numerical factors combine as $(8/3\sqrt\pi)(6\pi)\sqrt2=16\sqrt{2\pi}$:

$$\boxed{\mu=\frac{16\sqrt{2\pi}\,\varepsilon^2\hbar^2(k_BT)^{1/2}}{Ne^3d^2m^{3/2}}}\propto T^{1/2}.$$

Here $N$, $d$, $m$ and $\varepsilon$ are held fixed. Faster electrons are deflected less effectively, so heating raises the mobility.

## (e) Pair length and screening

**Find the rate for any $d$ within the Born approximation. Then return to compact pairs and check that weak screening changes little.**

**Solution.** Change variable through $|d\cos\theta|=q\,dq/k^2$ and $1-\cos\theta=q^2/2k^2$. With the full orientation average,

$$\int(1-\cos\theta)\langle|V|^2\rangle d\cos\theta=\frac{e^4}{\varepsilon^2k^4}G(2kd),\qquad G(x)=\int_0^x\frac{dt}t\left(1-\frac{\sin t}t\right),$$

$$\frac1\tau=\frac{Nme^4}{2\pi\varepsilon^2\hbar^3k^3}\,G(2kd).$$

An antiderivative of the integrand is $\ln t+\sin t/t-\mathrm{Ci}(t)$, because $\mathrm{Ci}'(t)=\cos t/t$. As $t\to0$, $\mathrm{Ci}(t)\to\gamma+\ln t$, where $\gamma$ is Euler's constant, so the lower limit contributes $1-\gamma$:

$$G(x)=\ln x+\frac{\sin x}x-\mathrm{Ci}(x)+\gamma-1 .$$

For small $x$, integrating the series gives $G=x^2/12-x^4/480+\dots$. With $x=2kd$ this is $\tfrac13(kd)^2[1-(kd)^2/10+\dots]$, which recovers part (c) and its first correction.

For large $x$, $G\simeq\ln x+\gamma-1$, and the rate falls as $k^{-3}$ apart from a logarithm. This is the law of two separate ions per pair, with the forward divergence cut off at $q$ of order $1/d$. Apart from the logarithm, the mobility then varies as $T^{3/2}$.

For screening with wave number $s$, replace $1/q^2$ in $V(\mathbf q)$ by $1/(q^2+s^2)$. The compact-pair strength becomes $e^4d^2q^2/[3\varepsilon^2(q^2+s^2)^2]$. Setting $u=q^2/s^2$ and $b=4k^2/s^2$, the rate of part (c) is multiplied by

$$S(b)=\frac1b\int_0^b\frac{u^2\,du}{(1+u)^2}=\frac1b\int_0^b\left[1-\frac2{1+u}+\frac1{(1+u)^2}\right]du=1-\frac{2\ln(1+b)}b+\frac1{1+b}.$$

As $s\to0$, $b\to\infty$ and $S\to1$. The unscreened result is thus a regular limit. For a single ion the corresponding integral is proportional to $\ln(1+b)-b/(1+b)$, which diverges.

## (f) Beyond the Born approximation

**What happens to the energy dependence when a point dipole is treated to higher order?**

**Solution.** Far from the pair, $V=-e^2d\cos\vartheta/(4\pi\varepsilon r^2)$, where $\vartheta$ is measured from $\mathbf d$. Define the effective Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)$ and $D=2d/a$. Multiplying the Schrödinger equation by $2m/\hbar^2$ gives

$$\left[-\frac1{r^2}\frac{\partial}{\partial r}r^2\frac{\partial}{\partial r}+\frac{L^2-D\cos\vartheta}{r^2}\right]\psi=k^2\psi,$$

with $L^2$ in units of $\hbar^2$. Using $kr$ as the variable removes $k$ from the equation. If the less singular of the two radial solutions at the origin is chosen in each channel, no other length enters, and the transport cross-section must be $\sigma=C(D)/k^2$. The rate $N(\hbar k/m)\sigma$ is again proportional to $1/k$, so the $T^{1/2}$ law of a point dipole does not depend on the Born approximation.

The less singular solution is well defined while the lowest eigenvalue $\Lambda$ of $L^2-D\cos\vartheta$ exceeds $-1/4$. The radial index $\lambda=-\tfrac12+\sqrt{\Lambda+1/4}$ is then real. Numerically the limit is $D=1.279$. Just below this limit the two radial solutions are almost equally singular, so the inner structure of a real pair still matters at very small $kd$ and the scaling is reached only slowly. Beyond the limit, the inner structure sets a new length and the scaling argument fails.

The Born value follows from part (c) with $me^2d/(\varepsilon\hbar^2)=2\pi D$:

$$\sigma=\frac{m}{N\hbar k\tau}=\frac{m^2e^4d^2}{6\pi\varepsilon^2\hbar^4k^2}=\frac{2\pi D^2}{3k^2}.$$

Reversing $\mathbf d$ is the same as reversing the sign of $D$, so the orientation-averaged $C(D)$ is even. Its first correction is therefore of relative order $D^2$.

## (g) A numerical case

**Take $m=0.07$ free electron masses, relative permittivity 13, $d=1$ nm, $10^{18}$ pairs per cm³ and $T=77$ K. Evaluate the mobility, and judge the neglected effects when there are also $10^{14}$ excess donors and electrons per cm³.**

**Solution.** These round values lie in the rough regime of light-mass, direct-gap III–V semiconductors. They give $a=9.83$ nm, $D=0.2035$ and, at $E=k_BT=6.64$ meV, $k_T=0.1104$ nm⁻¹. The cross-section and mean free path are

$$\sigma=\frac{2\pi(0.2035)^2}{3(0.1104\ \mathrm{nm^{-1}})^2}=7.12\ \mathrm{nm^2},\qquad \ell=\frac1{N\sigma}=\frac1{10^{-3}\times7.12}\ \mathrm{nm}=140\ \mathrm{nm}.$$

The corresponding time is $\tau_T=0.770$ ps. Since $e/m=2.51\times10^{12}$ C/kg,

$$\mu=1.5045\times(2.51\times10^{12})(0.770\times10^{-12})\ \mathrm{m^2/Vs}=2.91\ \mathrm{m^2/Vs}\approx29\,100\ \mathrm{cm^2/Vs}.$$

With pair scattering alone, the values at 40 K and 150 K are about 21,000 and 40,600 cm²/Vs. Their ratio is $\sqrt{150/40}=1.94$.

**Corrections to the pair rate.** The finite length raises $\tau$ by the fraction $(kd)^2/10$. The mobility weight $x^2e^{-x}$ has mean $x=3$, so $\mu$ rises by $3(0.1104)^2/10=0.37\%$. Screening by the excess electrons has a length of 218 nm and raises $\mu$ by 0.33%. A partial-wave solution of the point dipole gives a transport cross-section 0.9% above the Born value, in line with $D^2=0.04$. The critical pair length is 6.3 nm, well above 1 nm. If the Born formula is nevertheless applied to 50 nm pairs, as a control on the formula alone, the exponent between 40 and 150 K rises from 0.504 to 1.30.

**Validity of the transport picture.** The value $k_T\ell=15.5$ supports semiclassical transport. The electron density is 0.17% of the effective band density of states, so the gas is nondegenerate. For a rough gap of 1.5 eV, nonparabolicity raises the mass by about 0.9% at $E=k_BT$. The effect on the mobility is larger, a reduction of roughly 4%, because higher energies carry much of the current and the mass enters more than once. This reduction is not included in the values below. A field of about 470 V/cm supplies $k_BT$ in one mean free path. The field must stay well below this, because elastic collisions do not remove the energy gained. With optical phonons as the energy sink, a rough electron-temperature estimate gives 10% heating at about 180 V/cm at 77 K and at only about 25 V/cm at 40 K.

**Competing scatterers.** The excess donors lower the mobility by 2.1%. With rough phonon parameters, acoustic phonons scatter at 1.8% of the pair rate at $E=k_BT$, and absorption of 36 meV optical phonons at 2.6%. The last figure is a total rate. Polar coupling favours small $q$, so a single absorption removes momentum at only about a third of this rate at this energy. The electron then soon re-emits a phonon and loses more forward momentum, so the loss that acts on the current is roughly 70% of the total rate. The calculation below uses the total rate and therefore overstates absorption moderately. The acoustic rate grows as $k$ while the pair rate falls as $1/k$, so their ratio is proportional to $E$. At the weighted mean $x=3$ the acoustic share is therefore about 5.5%. With the excess donors, these two phonon processes, pair length and screening included, the calculated mobility is about 26,200 cm²/Vs at 77 K, 10% below the ideal value. The lines called "all-mechanism" in the output contain only these effects.

This value is still too high, because optical-phonon emission and piezoelectric scattering are left out, and at 77 K the missing emission outweighs the overstated absorption. Only electrons above 36 meV can emit, but the emission strength exceeds that of absorption by the factor $e^{x_0}$, with $x_0=36\ \mathrm{meV}/k_BT$. These electrons carry the fraction

$$\frac12\int_{x_0}^\infty x^2e^{-x}dx=\left(1+x_0+\frac{x_0^2}2\right)e^{-x_0}$$

of the pair-limited mobility: 0.2% at 40 K, 9% at 77 K and 47% at 150 K. Emission removes much of this contribution: with absorption and emission treated together in the Boltzmann equation, the 77 K value falls to about 24,700 cm²/Vs. Piezoelectric scattering has the same $1/k$ dependence as the pair rate. For a rough dimensionless coupling constant of 0.05 it is about 4% of the pair rate at 77 K and lowers the mobility by a further 3% or so.

The temperature law suffers more. Without emission, the same calculation gives 20,200 cm²/Vs at 40 K and 20,600 cm²/Vs at 150 K. The effective exponent is then 0.40 between 40 and 77 K, and $-0.36$ between 77 and 150 K. Emission lowers both exponents further, to about 0.31 and $-0.59$, since its effect grows with temperature over this range; the 150 K value becomes about 16,600 cm²/Vs. The optical-phonon absorption rate at $E=k_BT$ is 0.53 of the pair rate at 150 K and 3.6 times it at 300 K. For these parameters the square-root law can be approached only at low temperature, and there is a lower limit as well. The product $k_T\ell$ falls as $T^{3/2}$, to about 6 at 40 K and 2 at 20 K, where semiclassical transport becomes doubtful.

**Comparison with real material.** The model assumes nearly complete pairing at a high impurity density, and the result is sensitive to this. With pair density and screening length held fixed, $5.4\times10^{15}$ unpaired ions per cm³, only 0.54% of the pair density, halve the pair-limited mobility in the Born approximation. That approximation overstates single-ion scattering here, by roughly 5 to 10% at $E=3k_BT$, so the actual number is somewhat larger. A crystal with randomly placed donors and acceptors would therefore not follow the $T^{1/2}$ law. The length of 1 nm is also larger than a nearest-neighbour distance, roughly 0.25 nm. Because the pair-limited mobility varies as $d^{-2}$, tighter pairs scatter much less. At 0.25 nm, with the rough parameters used here, the other mechanisms are comparable with the pairs at 40 K and dominate at 150 K. At such distances, the static permittivity and point charges used here are themselves doubtful, an error not estimated here. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
effective mass: 0.07 free electron masses
relative permittivity: 13.0
pair length: 1.0 nm
pair density: 1.0e+18 cm^-3
excess donor and electron density: 1.0e+14 cm^-3
temperature: 77 K
thermal energy: 6.635 meV
wave number at thermal energy: 0.1104 nm^-1
k d at thermal energy: 0.1104
point-dipole rate at thermal energy: 1.2993e+12 s^-1
relaxation time at thermal energy: 0.7697 ps
thermal factor 8/(3 sqrt(pi)): 1.5045
mean free path at thermal energy: 140.5 nm
k times mean free path: 15.52
mean pair spacing N^(-1/3): 10.0 nm
point-dipole mobility at 40 K: 20970 cm2/Vs
point-dipole mobility at 77 K: 29095 cm2/Vs
point-dipole mobility at 150 K: 40609 cm2/Vs
finite-pair exponent, 40 to 150 K: 0.5040
50 nm pair exponent (Born control): 1.302
screened single-ion exponent: 1.246
total rate added per angle decade / transport rate: 2.3054
aligned/random rate, motion along dipoles: 1.500
aligned/random rate, motion across dipoles: 0.750
effective Bohr radius: 9.828 nm
dipole strength D = 2d/a: 0.2035
critical dipole strength: 1.2786
critical pair length: 6.28 nm
partial-wave/Born check at D = 0.01: 1.00000
partial-wave/Born transport cross-section, example: 1.00912
mobility change, finite pair length: 0.366 %
screening length: 218.3 nm
mobility change, screening: 0.332 %
mobility change, excess donors: -2.14 %
ion density halving mobility (fixed screening): 5.38e+15 cm^-3
that ion density / pair density: 0.538 %
rough high-frequency permittivity: 11.0
rough optical phonon energy: 36 meV
rough deformation potential: 8.0 eV
rough elastic constant: 140 GPa
rough band gap: 1.5 eV
acoustic/dipole rate at 77 K: 0.01835
optical/dipole rate at 77 K: 0.0260
optical/dipole rate at 150 K: 0.5273
optical/dipole rate at 300 K: 3.5874
all-mechanism mobility at 40 K: 20210 cm2/Vs
all-mechanism mobility at 77 K: 26207 cm2/Vs
all-mechanism mobility at 150 K: 20583 cm2/Vs
all-mechanism exponent, 40 to 77 K: 0.397
all-mechanism exponent, 77 to 150 K: -0.362
electron density / band density at 77 K: 1.65e-03
ionized excess donors at 40 K: 95.8 %
ionized excess donors at 77 K: 99.2 %
nonparabolic mass shift 2 kB T / gap: 0.88 %
field giving kB T per mean free path: 472 V/cm
```
